# The Fundamental Gap and the Jump of the Exchange-Correlation Potential

## 1. Ensembles and one-sided derivatives

Adding a constant $c$ to the external potential of $M$ electrons adds $cM$ to every energy and changes no state. The ionization energy $I=E(N-1)-E(N)$ and the affinity $A=E(N)-E(N+1)$ both become smaller by $c$, so the fundamental gap
$$E_g=I-A=E(N+1)+E(N-1)-2E(N)$$
is unchanged. A Kohn-Sham gap, being a difference of two orbital energies, is unchanged by a constant in its potential as well. Any difference between the two gaps is therefore also independent of the zero of energy.

Suppose that the exchange-correlation energy $E_{xc}[n]$ has a potential $v_{xc}^-$ when the electron number approaches $N$ from below and a potential $v_{xc}^+$ when it approaches from above. If the derivatives of $E_{xc}$ along density changes $\eta(\mathbf r)$ that do not alter the electron number are continuous at $N$, both potentials must give the same first-order change:
$$\int\left[v_{xc}^+(\mathbf r)-v_{xc}^-(\mathbf r)\right]\eta(\mathbf r)\,d\mathbf r=0\quad\text{whenever}\quad\int\eta\,d\mathbf r=0.$$
Choosing $\eta$ as a narrow normalized peak at one point minus a similar peak at another shows that the bracket has equal values at the two points. The difference is therefore a constant energy $\Delta_{xc}$. It moves all orbital energies together and leaves the $N$-electron density alone. The argument fixes the form of a possible correction to the Kohn-Sham gap, a number and not a function of position. To find its value, the derivation below uses the energy at fractional electron number.

### Setting and assumptions

The Hamiltonian is
$$\hat H_v=\hat T+\hat W+\int v(\mathbf r)\hat n(\mathbf r)\,d\mathbf r ,$$
where $\hat T$ is the kinetic energy and $\hat W$ the electron repulsion with symmetric pair energy $w(\mathbf r,\mathbf r')$. A real electron number $\nu$ is an average over an ensemble $\Gamma$. Since $\hat H_v$ and $\hat n$ conserve the number of electrons, parts of $\Gamma$ that connect different numbers contribute to neither the energy nor the density. It is enough to consider
$$\Gamma=\sum_M p_M\Gamma_M,\qquad p_M\ge0,\quad\sum_Mp_M=1,\quad\sum_MMp_M=\nu ,$$
where $\Gamma_M$ is a normalized state or mixture of $M$ electrons. The ensemble energy $E_v(\nu)$ is the minimum of $\mathrm{Tr}\,\Gamma\hat H_v$ at temperature zero.

The assumptions are these.

(a) The integer energies are strictly convex: $E(M+1)-E(M)>E(M)-E(M-1)$ for every $M$ with both neighbours available. The variational principle at fixed $M$ does not imply this.

(b) The ground-state densities $n_{N-1}$, $n_N$ and $n_{N+1}$ are unique. Spin degeneracy is allowed if it leaves the density unchanged.

(c) The densities near $n_N$ that are used below are also ground-state densities of noninteracting electrons. At $N$, which is even, these electrons fill $N/2$ spatial orbitals twice. The highest filled orbital energy $\varepsilon_H$ lies below the lowest empty one $\varepsilon_L$, and neither has spatial degeneracy.

(d) The energy functionals defined below are differentiable at the fractional-number densities that are used.

(e) As the number tends to $N$ from either side, the noninteracting potentials, with suitable additive constants, tend at fixed $\mathbf r$ to the one that gives $n_N$. Their frontier orbital energies tend to $\varepsilon_H$ and $\varepsilon_L$.

Assumptions (c) to (e) replace a general existence theory for potentials and derivatives in continuous space.

### Theorem

Let $v_{xc}^\pm$ be the limits of $\delta E_{xc}/\delta n$ at the ensemble densities with $N\pm\delta$ electrons, $\delta\to0^+$. Under (a) to (e), $v_{xc}^+-v_{xc}^-=\Delta_{xc}$ is independent of position, and
$$E_g=(\varepsilon_L-\varepsilon_H)+\Delta_{xc}.$$
Moreover, the frontier level of the Kohn-Sham potential $v+v_H+v_{xc}$ is $-I$ just below $N$ and $-A$ just above it. Here $v_H$ is the Hartree potential.

### Lemma 1: the energy is piecewise linear

For an integer $J$ and $0\le x\le1$,
$$E_v(J+x)=(1-x)E(J)+xE(J+1).$$

*Proof.* In each number sector the ordinary variational principle gives $\mathrm{Tr}\,\Gamma_M\hat H_v\ge E(M)$, with equality for a ground state. Only the weights remain to be minimized:
$$E_v(\nu)=\min_{\{p_M\}}\sum_Mp_ME(M).$$
Define the steps $s_M=E(M+1)-E(M)$, which increase with $M$ by (a). Draw the line through the energies at $J$ and $J+1$:
$$\ell(M)=E(J)+(M-J)s_J .$$
For $M>J$, each step in the following sum is at least $s_J$:
$$E(M)=E(J)+\sum_{k=J}^{M-1}s_k\ge E(J)+(M-J)s_J=\ell(M).$$
For $M<J$, each step between $M$ and $J$ is smaller than $s_J$, so
$$E(M)=E(J)-\sum_{k=M}^{J-1}s_k\ge E(J)-(J-M)s_J=\ell(M).$$
Every integer energy lies on or above the line. For any allowed weights,
$$\sum_Mp_ME(M)\ge\sum_Mp_M\ell(M)=E(J)+(\nu-J)s_J=\ell(\nu),$$
because the weights sum to one and their mean number is $\nu$. With $\nu=J+x$, the choice $p_J=1-x$, $p_{J+1}=x$ reaches this bound:
$$(1-x)E(J)+xE(J+1)=E(J)+xs_J=\ell(J+x).$$
This proves the lemma. Strict convexity puts all other integer energies above the line, so no other weights reach the minimum. $\square$

The slope just below $N$ is $E(N)-E(N-1)=-I$. Just above $N$ it is $E(N+1)-E(N)=-A$. The slope jumps by $-A-(-I)=E_g$.

The same weights mix the densities:
$$n_{N+\delta}=(1-\delta)n_N+\delta n_{N+1},\qquad n_{N-\delta}=(1-\delta)n_N+\delta n_{N-1}.$$
Both tend to $n_N$ as $\delta\to0$. The density is continuous where the slope of the energy is not.

*Remark on convexity.* If $E(N-1)+E(N+1)<2E(N)$, an equal mixture of $N-1$ and $N+1$ electrons has average number $N$ and a lower energy than the $N$-electron state. The ensemble energy then runs along a straight segment through $\nu=N$ and has no slope jump there, while $I-A$ is negative. The theorem does not apply to such an $N$.

### Lemma 2: density functionals and their potentials

Let $\hat K$ stand for either $\hat T+\hat W$ or $\hat T$. Define
$$G[n]=\min_{\Gamma\to n}\mathrm{Tr}\,\Gamma\hat K ,$$
where the minimum is over ensembles with density $n$. The first choice of $\hat K$ defines $F[n]$, the second $T_s[n]$. For a potential $u$, let $\mathcal E_u(\nu)$ be the ensemble ground-state energy of $\hat K+\int u\hat n$. If $n$ is a ground-state density of some potential $u_0$, then
$$G[n]=\max_u\left\{\mathcal E_u(\nu)-\int u\,n\,d\mathbf r\right\},\qquad\nu=\int n\,d\mathbf r .$$

*Proof.* An ensemble that attains $G[n]$ is a trial ensemble for every $u$, hence
$$\mathcal E_u(\nu)\le G[n]+\int u\,n\,d\mathbf r .$$
Moving the last integral to the left shows that no $u$ gives more than $G[n]$. For $u_0$, let $\Gamma_0$ be a ground ensemble with density $n$. Its energy is
$$\mathcal E_{u_0}(\nu)=\mathrm{Tr}\,\Gamma_0\hat K+\int u_0n\,d\mathbf r\ge G[n]+\int u_0n\,d\mathbf r .$$
The two inequalities together give equality at $u_0$. $\square$

This form permits a calculation of $F$ and $T_s$ without an approximate density functional: one finds the potential that gives the required density.

### Lemma 3: the derivative at fractional number

Let $n_0$ be a ground-state density for $u$ at a noninteger $\nu_0$. Under (d),
$$\frac{\delta G}{\delta n(\mathbf r)}\bigg|_{n_0}=\mu-u(\mathbf r),\qquad \mu=\frac{d\mathcal E_u}{d\nu}\bigg|_{\nu_0}.$$

*Proof.* Grouping the ensembles by their density writes the energy as
$$\mathcal E_u(\nu)=\min_{\int n=\nu}\left\{G[n]+\int u\,n\,d\mathbf r\right\}.$$
At the minimizing density, the first-order change vanishes for every admissible $\eta$ with zero integral:
$$\int\left[\frac{\delta G}{\delta n(\mathbf r)}+u(\mathbf r)\right]\eta(\mathbf r)\,d\mathbf r=0.$$
The argument with two peaks makes the bracket a constant, called $\mu$. To identify it, keep $u$ fixed and follow the minimizing density $n_\nu$ as $\nu$ changes. The chain rule gives
$$\frac{d\mathcal E_u}{d\nu}=\int\left[\frac{\delta G}{\delta n}+u\right]\frac{\partial n_\nu}{\partial\nu}\,d\mathbf r
=\mu\frac{d}{d\nu}\int n_\nu\,d\mathbf r=\mu ,$$
since $\int n_\nu\,d\mathbf r=\nu$. $\square$

A constant $c$ added to $u$ adds $c\nu$ to $\mathcal E_u(\nu)$ and $c$ to $\mu$. The combination $\mu-u$ does not change, as must be so for a derivative that depends on the density alone.

### Lemma 4: the jumps of the two derivatives

In the limit $\delta\to0^+$,
$$\left[\frac{\delta F}{\delta n}\right]_-^+=E_g,\qquad
\left[\frac{\delta T_s}{\delta n}\right]_-^+=\varepsilon_L-\varepsilon_H ,$$
where the bracket denotes the value above $N$ minus the value below.

*Proof.* For $F$ the potential is the true external potential $v$ on both sides. Lemmas 1 and 3 give
$$\frac{\delta F}{\delta n}\bigg|_{n_{N-\delta}}=-I-v,\qquad
\frac{\delta F}{\delta n}\bigg|_{n_{N+\delta}}=-A-v .$$
Their difference is $I-A$, already at finite $\delta$ between zero and one.

For $T_s$, let $u_{\pm\delta}$ be the noninteracting potential that gives $n_{N\pm\delta}$. Just above $N$, a fraction $\delta$ of an electron occupies the orbital $L$. At fixed potential, the energy changes with electron number at the rate $\varepsilon_L$. Just below $N$, the orbital $H$ contains $2-\delta$ electrons, and the rate is $\varepsilon_H$. Thus
$$\frac{\delta T_s}{\delta n}\bigg|_{n_{N\pm\delta}}=\varepsilon_{\pm\delta}-u_{\pm\delta}(\mathbf r),$$
where $\varepsilon_{+\delta}$ is the $L$ energy in $u_{+\delta}$, and $\varepsilon_{-\delta}$ the $H$ energy in $u_{-\delta}$. By (e), with the constants chosen there, both potentials tend to the same $u_N$. Subtracting the limits removes $u_N$ and leaves $\varepsilon_L-\varepsilon_H$. $\square$

The interacting derivative thus jumps by the gap for changing the electron number, and the noninteracting derivative by the gap between two orbitals of one potential.

## 2. The Kohn-Sham gap, approximate functionals and an example

The symbols carry over. $I$ and $A$ are the ionization energy and affinity at integer $N$, and $E_g=I-A$. The orbital energies $\varepsilon_H$ and $\varepsilon_L$ belong to the noninteracting potential $u_N$ that gives the interacting density $n_N$. At $N\pm\delta$, that potential is $u_{\pm\delta}$ and its frontier level $\varepsilon_{\pm\delta}$. The functional $F$ contains kinetic energy and repulsion, and $T_s$ the noninteracting kinetic energy. Across $N$, their derivatives jump by $E_g$ and $\varepsilon_L-\varepsilon_H$.

### Proof of the theorem

Define the Hartree energy and the exchange-correlation energy by
$$E_H[n]=\frac12\iint w(\mathbf r,\mathbf r')n(\mathbf r)n(\mathbf r')\,d\mathbf r\,d\mathbf r',\qquad
E_{xc}[n]=F[n]-T_s[n]-E_H[n].$$
A density change produces two equal terms in $E_H$ because $w$ is symmetric. They cancel the factor one half:
$$v_H(\mathbf r)=\frac{\delta E_H}{\delta n(\mathbf r)}=\int w(\mathbf r,\mathbf r')n(\mathbf r')\,d\mathbf r'.$$
This potential has no jump, since the density is continuous at $N$. Differentiating $E_{xc}$ and subtracting the two sides gives
$$\Delta_{xc}=\left[\frac{\delta F}{\delta n}\right]_-^+-\left[\frac{\delta T_s}{\delta n}\right]_-^+-0=E_g-(\varepsilon_L-\varepsilon_H).$$
The right side contains no position, and rearrangement gives the gap identity.

For the absolute levels, put $\mu_-=-I$ and $\mu_+=-A$. At $N\pm\delta$, Lemma 3 gives
$$v_{xc}=(\mu_\pm-v)-(\varepsilon_{\pm\delta}-u_{\pm\delta})-v_H .$$
Adding $v+v_H$ to both sides yields the Kohn-Sham potential
$$v_s=v+v_H+v_{xc}=u_{\pm\delta}+(\mu_\pm-\varepsilon_{\pm\delta}).$$
The last term is a constant. It shifts the frontier energy from $\varepsilon_{\pm\delta}$ to $\mu_\pm$, which is $-I$ below $N$ and $-A$ above. $\square$

In the limit from below, the highest filled level is $-I$ and the lowest empty level is $-I+\varepsilon_L-\varepsilon_H$. Crossing $N$ lifts both by $\Delta_{xc}$, so the second becomes
$$-I+(\varepsilon_L-\varepsilon_H)+\Delta_{xc}=-I+E_g=-A .$$
The empty level below $N$ is therefore not minus the affinity unless $\Delta_{xc}=0$.

*Limiting cases.* Without repulsion, $F=T_s$ and $E_H=0$. Then $E_{xc}=0$, and the two gaps coincide. In the opposite case, let $N$ be odd with equal potentials for both spins, so that one orbital is half filled. Assumption (c) fails, but if the limits still exist, adding and removing charge involve the same orbital. The jump of $\delta T_s/\delta n$ is zero and $\Delta_{xc}=E_g$. The proof gives no general sign for $\Delta_{xc}$.

*Remark on open space.* For a finite system with $A>0$ and a potential that vanishes at infinity, the jump is uniform at fixed position but not at all distances for finite $\delta$. When one electron is far away and the rest are in their ground state, its amplitude decays as $e^{-\kappa r}$ with $\hbar^2\kappa^2/2m=I$ for $N$ electrons and $A$ for $N+1$. Here $m$ is the electron mass. Call the two constants $\kappa_I$ and $\kappa_A$. Apart from prefactors, the two parts of $n_{N+\delta}$ are equal where
$$e^{-2\kappa_Ir}=\delta e^{-2\kappa_Ar},\qquad r_\delta=\frac{\ln(1/\delta)}{2(\kappa_I-\kappa_A)} .$$
Take $\Delta_{xc}>0$. On the raised potential the orbital $L$ then decays faster than $e^{-\kappa_Ar}$ and does not yet dominate the density well inside $r_\delta$. There the orbital $H$, now at $-I+\Delta_{xc}$, must still give the decay constant $\kappa_I$. The potential there must lie near the level $P$ with $P-(-I+\Delta_{xc})=I$, so $P=\Delta_{xc}$. Much farther out, where the orbital at $-A$ dominates the density, it gives the decay constant $\kappa_A$ with the potential near zero. The shape of the potential between these two regions is not derived here; it need not be monotonic and can dip below zero. For $\Delta_{xc}<0$ the orbital $L$ overtakes $H$ at a shorter distance, and the shifted region ends before $r_\delta$. Since $r_\delta$ grows without limit as $\delta\to0$, the region with the raised potential then extends to every fixed position.

### Corollary: functionals with a continuous potential

Let $E_{xc}^{a}[n]$ be an approximate explicit density functional whose potential varies continuously with the density, also across integer number. Assume that its self-consistent density is continuous at $N$ and differentiable on each side. Its total energy is the minimum of
$$T_s[n]+\int v\,n\,d\mathbf r+E_H[n]+E_{xc}^{a}[n].$$
With $v_s^a=v+v_H+v_{xc}^a$, the stationarity condition at fractional number is
$$\frac{\delta T_s}{\delta n}+v_s^a=\mu^a .$$
The first term equals the frontier energy $\varepsilon_f^a$ minus $v_s^a$, so $\mu^a=\varepsilon_f^a$. The chain-rule argument of Lemma 3 gives $dE^a/d\nu=\mu^a$. Approaching $N$ from either side leads to the same $v_s^a$, hence
$$E^{a\prime}(N^+)-E^{a\prime}(N^-)=\varepsilon_L^a-\varepsilon_H^a .$$
The slope jump contains no $\Delta_{xc}$, however well the functional reproduces the density.

Total-energy differences can nevertheless give another gap, because $E^a(\nu)$ need not be straight. Taylor's formula with integral remainder gives
$$E^a(N\pm1)=E^a(N)\pm E^{a\prime}(N^\pm)+\int_0^1(1-x)E^{a\prime\prime}(N\pm x)\,dx .$$
Adding the two equations and subtracting $2E^a(N)$ yields
$$E_g^a=\varepsilon_L^a-\varepsilon_H^a+\int_0^1(1-x)\left[E^{a\prime\prime}(N+x)+E^{a\prime\prime}(N-x)\right]dx .$$
In a finite system, the curvature can supply part of the gap that is absent from the orbital energies.

In a large solid, suppose that the added charge spreads over a region of length $R$. Its Coulomb self-energy scales as $1/R$, and a local exchange-correlation term quadratic in the added density scales as $R^3(1/R^3)^2=1/R^3$. If the response of the other electrons does not alter this trend, the integral vanishes as $R$ grows. The total-energy gap of such a functional then tends to its Kohn-Sham gap. The conclusion fails when part of the charge stays localized, for example at a surface or a defect. For the smooth functional and the parameters of the example below, the excess of the total-energy gap over the Kohn-Sham gap is $4/L$ eV in rings of $L=8$ to $48$ sites. In open chains it is still 0.57 eV at $L=48$ and tends to about 0.5 eV.

*Remark on hybrid functionals.* A hybrid functional depends on the one-particle density matrix $\gamma$ and has a nonlocal operator $h=\partial E/\partial\gamma$. At self-consistency $h$ commutes with $\gamma$. An orbital rotation changes $\gamma$ by $[X,\gamma]$ with antihermitian $X$, and the energy by
$$\mathrm{Tr}\,h[X,\gamma]=\mathrm{Tr}\,X[\gamma,h]=0 .$$
Changing the occupation $f_k$ of a normalized orbital $\phi_k$ therefore changes the energy at the rate $\langle\phi_k|h|\phi_k\rangle=\varepsilon_k$. If $h$ is continuous at $N$, the slope jump is the gap of $h$. This is not the gap of a local Kohn-Sham potential, so it can include energy that the local description assigns to $\Delta_{xc}$. It equals the true $E_g$ if the approximate energy has the correct slopes.

### Worked example: a four-site chain

An open chain of four sites with $N=4$ provides a finite model in which $E_{xc}$ can be computed from its definition. Site occupations $n_i$ replace the density, and sums replace integrals. The hopping energy is 1 eV, the site energies are $1,-1,1,-1$ eV, the on-site repulsion is $U=4$ eV and the nearest-neighbour repulsion is 1 eV. With $w_{ii}=U$, the on-site operator is $\tfrac12U\hat n_i(\hat n_i-1)$: zero for one electron and $U$ for two. The Hartree energy is $\tfrac12\sum_{ij}w_{ij}n_in_j$, so $E_{xc}$ also removes the self-repulsion.

Diagonalization of the many-electron Hamiltonian gives
$$E(3)=-2.13473,\qquad E(4)=0.02140,\qquad E(5)=4.50669\ \text{eV}.$$
It follows that
$$I=-2.13473-0.02140=-2.1561\ \text{eV},$$
$$A=0.02140-4.50669=-4.4853\ \text{eV},$$
$$E_g=-2.1561+4.4853=2.3292\ \text{eV}.$$
Both $I$ and $A$ are negative because the fourth and the fifth electron each raise the total energy at the chosen zero of the site energies. Without repulsion $I=1.176$ eV and $A=-1.176$ eV, so the repulsion changes the sign of $I$ only. The model has no outside region into which an electron could escape. Lowering all site energies by 5 eV would make $I=2.844$ eV and $A=0.515$ eV, with the same gap.

The smallest second difference of $E(M)$ over all available numbers is 0.741 eV. Convexity therefore holds in this example. A minimization over ensembles of all electron numbers gives 2.26404 eV at $\nu=4.5$, which is the midpoint $(0.02140+4.50669)/2$ to the digits shown.

The four-electron occupations are $0.810,1.169,0.562,1.460$. The noninteracting potential that reproduces them, with its average set to zero, has levels $-1.669,-0.718,0.489,1.897$ eV. Two orbitals are filled, so
$$\varepsilon_L-\varepsilon_H=0.4893-(-0.7178)=1.2071\ \text{eV}.$$

For the jump, Lemma 2 supplies $F$ and $T_s$ at occupations near the ensemble values for $4\pm\delta$. Their numerical derivatives use changes of $\pm\delta/2$ in one occupation, so the electron number stays on the intended side of four. At $\delta=0.0005$, the first site has
$$v_{xc}^-=-2.6943\ \text{eV},\qquad v_{xc}^+=-1.5735\ \text{eV},$$
and their difference, taken before rounding, is 1.1209 eV. The differences on the four sites are not quite equal. Their spread is 0.00173 eV at $\delta=0.001$ and 0.00087 eV at half that value, as expected for a term linear in $\delta$. If $J(\delta)=\Delta_{xc}+a\delta+O(\delta^2)$, then
$$2J(\delta/2)-J(\delta)=\Delta_{xc}+O(\delta^2).$$
This extrapolation gives 1.1221 eV on every site to the digits shown. The identity becomes
$$1.2071+1.1221=2.3292\ \text{eV}.$$
The jump supplies 48% of the fundamental gap in this model.

The absolute levels can be followed on the first site. Its Hartree potential is $4(0.80964)+1.16879=4.40735$ eV. Just below $N$, the Kohn-Sham potential there is
$$1+4.40735-2.69434=2.7130\ \text{eV}.$$
The zero-average potential on this site is $-0.1616$ eV, so the levels shift by 2.8746 eV. The highest filled level becomes $-0.7178+2.8746=2.157$ eV. The derivative potential at $4-\delta$ itself gives 2.156 eV, equal to $-I$. The small difference arises because the hand calculation combines quantities at $4$ and $4-\delta$ electrons. The frontier level just above $N$ is 4.485 eV, equal to $-A$.

For comparison, take the smooth mean-field functional $E_{xc}^a=-(U/4)\sum_in_i^2$. With the on-site Hartree term it leaves $Un_i^2/4$, the product of equal mean spin occupations times $U$. Its Kohn-Sham gap and its slope jump are both 1.4888 eV. The total-energy difference gives 2.6013 eV, so curvature contributes
$$2.6013-1.4888=1.1125\ \text{eV}.$$
At 4.5 electrons the curve lies 0.1446 eV below the straight line between four and five electrons. In this chain, the smooth functional overestimates the total-energy gap by 0.272 eV relative to the diagonalization result, while its orbital gap is 0.840 eV too small. The sign of the first error depends on the equal spin occupations imposed at every electron number. If the two spins may differ, the four-electron solution becomes spin polarized and the total-energy gap falls to about 1.58 eV, below the diagonalization result. The numerical output below gives the remaining site values and the separate derivative jumps.

## Table of computed values

```
hopping = 1.0 eV
on-site repulsion = 4.0 eV
neighbour repulsion = 1.0 eV
site energies (eV): 1.0 -1.0 1.0 -1.0
E(3) = -2.134729 eV
E(4) = 0.021395 eV
E(5) = 4.506688 eV
occupations, 3 electrons: 0.55139 1.14046 0.32136 0.98679
occupations, 4 electrons: 0.80964 1.16879 0.56163 1.45994
occupations, 5 electrons: 1.07721 1.50064 0.63596 1.78618
smallest second difference of E(M) = 0.74129 eV
ensemble energy at 4.5 electrons = 2.264041 eV
I = -2.15612 eV
A = -4.48529 eV
fundamental gap I-A = 2.32917 eV
KS potential at N, zero mean (eV): -0.16158 -0.46581 0.90453 -0.27714
KS levels in that potential (eV): -1.66861 -0.71781 0.48927 1.89715
KS gap = 1.20708 eV
delta values (electrons): 0.0010 0.0005
v_xc at N-delta, smaller delta (eV): -2.69434 -2.63788 -2.09593 -2.80359
v_xc at N+delta, smaller delta (eV): -1.57347 -1.51702 -0.97557 -1.68358
v_xc jump, larger delta (eV): 1.11966 1.11963 1.11863 1.11793
v_xc jump, smaller delta (eV): 1.12087 1.12086 1.12036 1.12001
spread over sites, larger delta = 0.001731 eV
spread over sites, smaller delta = 0.000866 eV
dF/dn jump, smaller delta (eV): 2.32917 2.32917 2.32917 2.32917
dTs/dn jump, delta to 0 (eV): 1.20708 1.20708 1.20708 1.20708
v_xc jump, delta to 0 (eV): 1.12209 1.12209 1.12209 1.12209
site mean of v_xc jump = 1.12209 eV
KS gap + v_xc jump = 2.32917 eV
v_xc jump / fundamental gap = 48.2 %
frontier level just below N = 2.15612 eV
frontier level just above N = 4.48529 eV
smooth functional: KS gap = 1.48877 eV
smooth functional: slope jump = 1.48877 eV
smooth functional: E(3)+E(5)-2E(4) = 2.60130 eV
smooth functional: E(4.5) minus chord = -0.14456 eV
```
